\section*{Why a Donor–Vacancy Pair in Silicon Needs Third-Neighbour Excursions to Migrate}

\section{A vacancy that stays close}

Put a substitutional donor on a silicon site at the origin and a vacancy on one of its four nearest neighbours, at $\mathbf b_1$. Let the two exchange places. The donor is now at $\mathbf b_1$ and the vacancy at the origin. If they exchange again, the donor is back where it began. However fast these exchanges are, they carry the donor nowhere.

Now let the vacancy take one hop away between exchanges, to a second neighbour of the donor. In the diamond lattice that second neighbour touches only one of the donor's nearest neighbours, the one the vacancy has just left. If the vacancy may go no further, it must return to that site, and the next exchange undoes the last. The wandering has changed the timing of the swaps but not their direction.

To move the donor to a new site, the vacancy must come back on another side of it. The question is how far out it must go to get there. The setting is a donor that moves only by exchange with one adjacent vacancy, and a vacancy that otherwise hops between nearest-neighbour sites. Migration by interstitials and direct exchange of two atoms are excluded.

\section{The geometry of the detour}

Let $d$ be the bond length. From a site of one sublattice the four bonds are $\mathbf b_a$, $a=1,\dots,4$, with
\begin{equation}
\sum_a\mathbf b_a=0,\qquad \mathbf b_a\cdot\mathbf b_a=d^2,\qquad \mathbf b_a\cdot\mathbf b_c=-\tfrac13d^2\quad(a\ne c).
\end{equation}
From a site of the other sublattice the bonds are $-\mathbf b_a$. With the donor at the origin, a vacancy at $\mathbf b_a$ can therefore hop to $\mathbf b_a-\mathbf b_c$, $c\neq a$. These are the 12 second neighbours, since $|\mathbf b_a-\mathbf b_c|^2=\tfrac83d^2$.

From there it hops to $\mathbf b_a-\mathbf b_c+\mathbf b_e$. There are three choices of $e$:
\begin{itemize}
\item $e=c$ returns it to $\mathbf b_a$.
\item $e=a$ gives $2\mathbf b_a-\mathbf b_c$, with squared distance $(4+1+\tfrac43)d^2=\tfrac{19}3d^2$, a fifth neighbour.
\item $e\ne a,c$ gives $\mathbf b_a+\mathbf b_e-\mathbf b_c$, with squared distance $(3-\tfrac23+\tfrac23+\tfrac23)d^2=\tfrac{11}3d^2$, a third neighbour.
\end{itemize}
So each second neighbour touches one first neighbour. Two second neighbours never touch each other, because they lie on the same sublattice. With the donor's own site set aside, shells 1 and 2 thus form four separate branches, each made of one first neighbour and three second neighbours.

This proves the trap. Suppose the vacancy never goes beyond the second shell. It stays on one branch and can exchange with the donor only from that branch's first neighbour. After the exchange it sits on the donor's old site, which is the first neighbour of a new branch around the new donor position. Confined to that branch, it can only send the donor back. The donor visits two sites at most, for any number of exchanges and any rates.

The third neighbour $\mathbf b_a+\mathbf b_e-\mathbf b_c$ is unchanged when $a$ and $e$ are interchanged. It therefore touches both $\mathbf b_a-\mathbf b_c$ and $\mathbf b_e-\mathbf b_c$, and joins two branches. One complete detour is
\begin{equation}
\mathbf b_1\to\mathbf b_1-\mathbf b_3\to\mathbf b_1+\mathbf b_2-\mathbf b_3\to\mathbf b_2-\mathbf b_3\to\mathbf b_2 .
\end{equation}
Together with the donor site these five sites form a six-membered ring. Four hops bring the vacancy to another side, and a fifth, the exchange, puts the donor on a new site. Repeating this with exchanges along $\mathbf b_1,-\mathbf b_2,\mathbf b_1,-\mathbf b_2,\dots$ moves the donor by $\mathbf b_1-\mathbf b_2$ per two exchanges, without bound.

A fifth neighbour touches only one second neighbour, so it closes no such ring. A vacancy that avoids the third shell can still get round the donor, but a search of the lattice gives 10 hops for the shortest such detour, and it passes through more distant sites. The exact condition is therefore that the vacancy must reach the third-neighbour distance \emph{or beyond}. The condition is necessary, not sufficient, since a vacancy at a third neighbour may return the way it came.

The requirement comes from the way the lattice is connected: its shortest closed rings have six bonds. Hexagonal diamond shares this property and traps the donor in the same way when the vacancy stays within the second shell. In a face-centred cubic crystal, nearest neighbours of the donor touch one another, and the vacancy can circle the donor without leaving the first shell.

\section{How often the vacancy changes sides}

Let $w_x$ be the exchange rate and $w_{ij}$ the vacancy's hop rate, per bond, from shell $i$ to shell $j$. First confine the vacancy to shells 1, 2 and 3. An exchange has just taken place, and the vacancy is on side 1 of the donor. What is the chance that the next exchange is also on side 1?

Let $x_a$ be the probability that the next exchange occurs on side 1 when the vacancy is at first neighbour $a$, and $y_{ac}$ the same for the second neighbour $\mathbf b_a-\mathbf b_c$. From a third neighbour the two inward hops are equally likely, so its probability is $(y_{ac}+y_{ec})/2$. Equating the total rate out of a site, times its probability, to the sum over destinations gives
\begin{align}
(w_x+3w_{12})x_a&=w_x\delta_{a1}+w_{12}\sum_{c\ne a}y_{ac},\label{first}\\
(w_{21}+2w_{23})y_{ac}&=w_{21}x_a+\frac{w_{23}}2\sum_{e\ne a,c}(y_{ac}+y_{ec}).
\end{align}
The last sum has two terms. Define $S_c=\sum_{a\neq c}y_{ac}$, so that $\sum_{e\ne a,c}y_{ec}=S_c-y_{ac}$. The sum is then $2y_{ac}+S_c-y_{ac}=y_{ac}+S_c$, and
\begin{equation}
\Lambda\,y_{ac}=w_{21}x_a+\tfrac12w_{23}S_c,\qquad \Lambda=w_{21}+\tfrac32w_{23}.\label{y}
\end{equation}
Summing over the three values $a\ne c$ cancels $\tfrac32w_{23}S_c$ on both sides and leaves $S_c=\sum_{a\ne c}x_a$. By lattice symmetry, going from side $a$ to side 1 is as likely as going from side 1 to side $a$. The next exchange must happen on some side, so $\sum_ax_a=1$ and $S_c=1-x_c$.

Now sum \eqref{y} over $c\neq a$. Since $\sum_{c\ne a}(1-x_c)=3-(1-x_a)=2+x_a$,
\begin{equation}
3x_a-\sum_{c\ne a}y_{ac}
=\frac{3w_{21}x_a+\frac92w_{23}x_a-3w_{21}x_a-\frac12w_{23}(2+x_a)}{\Lambda}
=\frac{w_{23}(4x_a-1)}{\Lambda}.
\end{equation}
Putting this into \eqref{first} for $a=1$ gives
\begin{equation}
w_xx_1+\kappa(4x_1-1)=w_x,\qquad \kappa=\frac{w_{12}w_{23}}{w_{21}+\frac32w_{23}}.
\end{equation}
Hence $x_1=(w_x+\kappa)/(w_x+4\kappa)$, and the next exchange is on a different side with probability
\begin{equation}
p=1-x_1=\frac{3\kappa}{w_x+4\kappa}.
\end{equation}
The rate $\kappa$ measures passage round the ring. When $\kappa\gg w_x$ the vacancy forgets its side and $p\to\frac34$, as for a random choice among four. When the third shell is closed, $w_{23}=0$, so $\kappa=0$ and $p=0$.

\section{From changing sides to diffusion}

Suppose an exchange moves the donor by $\mathbf b_a$. The donor is then on the other sublattice, where its bonds are $-\mathbf b_j$. A reversal moves it by $-\mathbf b_a$, at cosine $-1$ to the previous step. Another side moves it by $-\mathbf b_j$, at cosine $-\mathbf b_a\cdot\mathbf b_j/d^2=+\frac13$. The three other sides are equally likely, so the mean next step is parallel to the last and equals $C$ times it, with
\begin{equation}
C=-(1-p)+\tfrac13p=-1+\tfrac43p.
\end{equation}
Steps $m$ exchanges apart have mean scalar product $d^2C^m$. For many exchanges the mean square displacement per exchange is $d^2f$, where
\begin{equation}
f=1+2\sum_{m\ge1}C^m=\frac{1+C}{1-C}=\frac{2p}{3-2p}=\frac{2\kappa}{w_x+2\kappa}.\label{f}
\end{equation}
The last form follows on inserting $p$: the numerator is $6\kappa$ and the denominator $3w_x+12\kappa-6\kappa$.

Exchanges occur at the rate $w_xP_1$, where $P_1$ is the probability that the vacancy is in the first shell. Let $E_i$ be the energy with the vacancy in shell $i$, and let $T$ stand for thermal energy ($k_B=1$; the algebra may be read in atomic units). The shells hold 4, 12 and 12 sites, so
\begin{equation}
P_1=\frac1{1+3e^{-(E_2-E_1)/T}+3e^{-(E_3-E_1)/T}},
\end{equation}
and, from $\langle R^2\rangle=6Dt$, the diffusivity of the bound pair is
\begin{equation}
D=\frac{d^2}6w_xP_1f=\frac{d^2}6\,P_1\left[\frac1{w_x}+\frac1{2\kappa}\right]^{-1}.\label{D}
\end{equation}
Exchange and ring passage act in series, like two resistances. If exchange is slow, $D\to d^2P_1w_x/6$ and each exchange counts fully. If ring passage is slow, $D\to d^2P_1\kappa/3$: faster exchange then adds only more back-and-forth swapping. With $\kappa=0$ the diffusivity vanishes at any $w_x$.

To see which energy matters, take hop rates with the saddle tied to the mean of the two end energies,
\begin{equation}
w_{ij}=\nu\exp\left[-\frac{E_m+\frac12(E_j-E_i)}{T}\right],
\end{equation}
where $E_m$ is the free vacancy's barrier and $\nu$ the attempt frequency. These rates satisfy detailed balance. For $w_{23}\ll w_{21}$,
\begin{equation}
\kappa\simeq\frac{w_{12}}{w_{21}}w_{23}=\nu\exp\left[-\frac{E_m+\frac12(E_2+E_3)-E_1}{T}\right].\label{saddle}
\end{equation}
The exponent holds the height of the saddle between shells 2 and 3, measured from the first-neighbour pair. If ring passage is also the slow step, $2\kappa\ll w_x$, that saddle controls migration.

\section{A pair at 1200 K}

Take silicon's lattice with $d=2.351$ Å and third neighbours at 4.502 Å. Choose $E_1=-1.1$, $E_2=-0.5$, $E_3=-0.3$ eV relative to a distant vacancy, $E_m=0.4$ eV, an exchange barrier of 0.8 eV and $\nu=10^{13}$ s$^{-1}$ for all hops. At 1200 K, $T=0.1034$ eV. The rates are $w_x=4.367\times10^9$, $w_{12}=1.148\times10^{10}$, $w_{21}=3.802\times10^{12}$ and $w_{23}=7.945\times10^{10}$ s$^{-1}$, so
\begin{equation}
\kappa=\frac{(1.148\times10^{10})(7.945\times10^{10})}{3.802\times10^{12}+1.5(7.945\times10^{10})}\ \mathrm{s^{-1}}=2.33\times10^8\ \mathrm{s^{-1}}.
\end{equation}
This gives $p=0.132$. Even with the third shell open, 87\% of exchanges are undone by the next one. The correlation factor is $f=0.096$, and with $P_1=0.990$,
\begin{equation}
D=\frac{(2.351)^2}{6}(0.990)(4.367\times10^9)(0.0963)\ \text{Å}^2/\mathrm s=3.8\times10^8\ \text{Å}^2/\mathrm s,
\end{equation}
or $3.8\times10^{-8}$ cm$^2$/s. Treating successive exchanges as independent would give a value about ten times too large.

Equation \eqref{D} was tested against the slowest decay rate of a long-wavelength donor density wave, found by diagonalizing the full rate equations. The test used these parameters and two other sets, $(E_1,E_2,E_3;E_m;\text{exchange barrier})=(-0.6,-0.3,-0.4;0.3;0.2)$ eV at 1500 K and $(-0.7,-0.5,-0.1;0.45;1.1)$ eV at 1300 K, along three directions each. The largest difference was $6\times10^{-6}$ of the formula's value. For a shorter wave and the example's parameters, the decay rate was $0.013\,w_x$ with the third shell open. It fell below $10^{-9}w_x$ with that shell closed, even when fifth neighbours were allowed.

The saddle in \eqref{saddle} lies at $0.4-0.4+1.1=1.1$ eV. The activation energy of $D$ is 1.100 eV at 400 K but 1.054 eV at 1200 K. The series form explains the difference. At 1200 K exchange supplies a fraction $f=0.096$ of the total resistance, with barrier 0.8 eV. Ring passage supplies the rest, with activation energy 1.088 eV once the $w_{23}$ in the denominator of $\kappa$ is kept. The weighted mean is 1.060 eV, and the fall of $P_1$ with temperature subtracts 0.006 eV.

\section{When the vacancy can leave}

A real vacancy is not confined. After an exchange it may escape for good, with probability $q$. One encounter then contains on average $n=1/q$ exchanges, counting the first. Let $P_s$ and $P_o$ be the probabilities that the next exchange is on the same side or another side, so that $P_s+P_o+q=1$. The mean next step is now $C=-P_s+P_o/3$ times the last, escapes counting as zero. Each exchange that occurs contributes $d^2$ plus twice its products with later steps, hence
\begin{equation}
\langle R^2\rangle=nd^2\Big(1+2\sum_{m\geq1}C^m\Big)=\frac{d^2f}{q},\qquad f=\frac{1+C}{1-C}.
\end{equation}
With all sites beyond the third shell at zero energy, the open lattice gives $f=0.098$, only 2\% above the confined value, and $n=267$ at 1200 K. The root-mean-square range is $2.351\sqrt{267\times0.0983}=12.0$ Å, or 1.2 nm. These figures are extrapolated from clusters of radius up to 38 Å; larger clusters raise $n$ to 268 and the range to 12.1 Å. So an encounter averaging 267 exchanges has a root-mean-square range of only about five bond lengths. Single encounters vary, and some go two or three times as far, but migration over distances many times this range needs repeated encounters; a new vacancy, coming from afar, also meets the condition of having been beyond the second shell.

At 800 K the range is longer, 32 Å. Escape must finally cross the free-vacancy saddle, $0.4+1.1=1.5$ eV above the bound pair, while migration crosses 1.1 eV. The mean square range should thus grow on cooling roughly as $e^{0.4\,\mathrm{eV}/T}$, a factor of 6.9 between these temperatures. The computed factor is $(32.30/12.04)^2=7.2$.

An attraction reaching beyond the third shell might be expected to lengthen the range. For a singly negative vacancy and a positive donor, a Coulomb tail with relative permittivity 11.7 and screening length 26 Å, added beyond the third shell with $E_1$, $E_2$ and $E_3$ held fixed, instead shortens it, to about 9 Å (9.1 Å from the 38 Å clusters, 9.3 Å from larger ones). This permittivity is the room-temperature value; raising it to between 13 and 14.5, with the screening length adjusted to match, still leaves the range below 10 Å. The reason lies in the rates. Let $t_i$ be the mean total time spent at site $i$ after the first exchange of an encounter, and write $t_i=e^{-E_i/T}\phi_i$. The net flow from $i$ to $j$ is then $g_{ij}(\phi_i-\phi_j)$, with
\begin{equation}
g_{ij}=e^{-E_i/T}w_{ij}=\nu\exp\left[-\frac{E_m+\frac12(E_i+E_j)}{T}\right].
\end{equation}
This is a resistor network carrying unit current from the first shell to infinity, and exchanges, which leave the vacancy in the first shell, do not alter it. The time in the first shell is $4e^{-E_1/T}$ times the network's resistance, and $n-1$, the mean number of further exchanges, is $w_x$ times that time. The tail lowers the outer energies and so raises the outer $g_{ij}$. Raising conductances cannot raise the resistance, so $n$ falls. Here it falls to about 150, while $f$ barely changes. The result rests on saddles that sink along with the sites; a tail that left the saddles fixed would not change the $g_{ij}$. It also rests on the inner energies staying as chosen. If the same potential is added to shells 1 to 3 as well, with the exchange barrier unchanged, the pair is bound more deeply and the range grows to about 32 Å.

\section{The model beside real silicon}

The energies are rough, illustrative values for a donor–vacancy pair, not a calculation for a particular donor. Modest changes in them matter. Raising $E_3$ alone by 0.1 eV multiplies $D$ by 0.65, mainly because the controlling saddle rises by half as much. That rise alone would give a factor of 0.62; the unchanged resistance of the exchange step softens the fall to 0.64, and the smaller $w_{23}$ in the denominator of $\kappa$ supplies most of the rest. At 1200 K the leading tunnelling correction to a hop rate is 0.7\%, if the frequency at the saddle is taken equal to $\nu$. At $10^{19}$ donors per cm$^3$, with one carrier per donor, the carrier density is 4\% of the band's effective density of states, so degeneracy is weak. Carriers excited across the gap at 1200 K raise the electron density by roughly a fifth and shorten the screening length to about 22 Å; the range found above with the Coulomb tail then changes by less than 0.3 Å. The screened tail is itself only illustrative at this doping: a sphere of radius 26 Å holds about 0.7 carriers and as many other donors, and the tail exceeds $T$ out to about 8 Å, so linear screening of a single donor is not quantitative. At $10^{19}$ cm$^{-3}$ a donor has on average 0.03 other donors within 9 Å, twice the third-neighbour distance. Heavily doped contacts break this assumption: at $10^{20}$ cm$^{-3}$ the number is 0.3, so with random placement about one donor in four has another that close, and the vacancy's detour may then pass near it. The isolated-pair value of $D$ should not be used there, and this model does not give the size of the change. Nor is $D$ the diffusivity seen in an annealed dopant profile. That also depends on the fraction of donors paired with a vacancy, on the charge states of the pair, and on transport by interstitials. The numerical output lists the remaining values.

\section*{Computed results}
\begin{verbatim}
Lattice constant 5.43 A; bond 2.351 A
Second, third neighbour: 3.840, 4.502 A
Sites in shells 1, 2, 3: 4 12 12
Shortest detour to another side: 4 hops
Shortest detour avoiding shell 3: 10 hops
Donor sites, vacancy within shell 2: 2
Donor sites, within shell 3, up to 40 hops: 525
Farthest donor displacement in those 40 hops: 15.36 A
Hops to first donor site beyond the two: 5
fcc donor sites, vacancy in shell 1, 10 hops: 166
Temperature 1200 K; thermal energy 0.1034 eV
Shell energies E1, E2, E3 (eV): -1.1 -0.5 -0.3
Free hop, exchange barriers (eV): 0.4 0.8
Attempt frequency 1.0e+13 1/s
Exchange rate w_x 4.367e+09 1/s
w12 1.148e+10, w21 3.802e+12 1/s
w23 7.945e+10, kappa 2.327e+08 1/s
First-neighbour probability P1 0.9897
Next exchange on another side, p 0.1318
Next exchange reverses the last 0.8682
Correlation factor f, confined 0.0963
Pair diffusivity 3.835e+08 A2/s = 3.835e-08 cm2/s
Diffusivity if f were 1: 3.982e+09 A2/s
Largest relative error of D formula in tests 6.0e-06
Decay/w_x at large wavevector, shell 3 open 1.32e-02
Same, shell 3 blocked: below 1e-9 is True
Saddle 2-3 above first-neighbour state 1.100 eV
Activation energy at 1200 K, 400 K: 1.054, 1.100 eV
Open lattice, 1200 K: f 0.0983, shift -8.2e-06
Exchanges per encounter, 1200 K: 266.9
Rms range per encounter, 1200 K: 12.04 A = 1.204 nm
  cluster-extrapolation shift -0.002 A
Exchanges per encounter, 800 K: 7519
Rms range, 800 K: 32.30 A, shift -0.005 A
Largest cluster: 11542 sites, radius 38.0 A
Random-walk/formula mean square range 1.002
Relative permittivity 11.7; density 1e+19 1/cm3
Screening length 25.9 A
With Coulomb tail: f 0.1021, range 9.14 A
  cluster-extrapolation shift 0.068 A
D ratio if E3 is raised by 0.1 eV: 0.648
Leading quantum correction to a hop rate 0.67 percent
Carrier density / band density of states 0.044
Other donors within twice third-neighbour distance 0.031
\end{verbatim}
